# Gauge-origin-independent donor energies from Gaussians with London phases

## What symmetry fixes

A uniform magnetic field is the same at every point of a crystal. In the effective-mass model a donor moved bodily to another site therefore keeps its energies. The Hamiltonian does not show this symmetry openly, because it contains a vector potential such as $\mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf O)$, which singles out a point $\mathbf O$, the gauge origin. Physical energies cannot depend on $\mathbf O$.

If an approximation breaks the symmetry, dimensions suggest the size of the error. At a donor a distance $d$ from $\mathbf O$, across the field, the vector potential is $Bd/2$. For an electron of charge $-e$ it adds $eBd/2$ to the momentum. A momentum and a mass $m$ make the energy

$$\Delta E_{\rm false}=C\,\frac{e^2B^2d^2}{m}.$$

Dimensions alone would let $C$ depend on $d$ divided by the donor radius. For the simplest bases parity forbids this and gives $C=1/8$, with $m$ the mass along the direction of the added momentum. The error then grows as $d^2$ without limit, and a phase factor on each basis function removes it.

## Model and units

One electron moves in one ellipsoidal conduction valley with axis $z$, transverse mass $m_t$ and longitudinal mass $m_l$. It is attracted by fixed, singly charged donor ions at positions $\mathbf D$ in a medium of relative permittivity $\epsilon$. Spin and the other valleys are left out. Lengths are measured in $a^*$, energies in $\mathrm{Ha}^*$ and fields in $B^*$:

$$a^*=\frac{4\pi\epsilon_0\epsilon\hbar^2}{m_te^2},\qquad \mathrm{Ha}^*=\frac{\hbar^2}{m_ta^{*2}},\qquad B^*=\frac{\hbar}{ea^{*2}} .$$

The first choice makes the Coulomb energy at distance $a^*$ equal to $\mathrm{Ha}^*$. The third makes $eA$, in units of $\hbar/a^*$, equal to the scaled vector potential. With $b=B/B^*$ and $\gamma=m_t/m_l$,

$$H=\tfrac12\left(\pi_x^2+\pi_y^2+\gamma\pi_z^2\right)-\sum_D\frac1{|\mathbf r-\mathbf D|},\qquad \boldsymbol\pi=\mathbf p+\mathbf A,\quad \mathbf p=-i\nabla .$$

The plus sign in $\boldsymbol\pi$ comes from the negative charge. Energies are counted from the band edge at zero field.

## One Gaussian, by hand

Take one donor at the coordinate origin, a field $b$ along $z$, and one normalized function

$$\varphi=(2\alpha/\pi)^{3/4}e^{-\alpha r^2},\qquad \langle x^2\rangle=\langle y^2\rangle=\langle z^2\rangle=\frac1{4\alpha}.$$

First put $\mathbf O$ on the donor, so that $\mathbf A=\tfrac b2(-y,x,0)$.

*Kinetic energy.* Since $\partial_x\varphi=-2\alpha x\varphi$, we have $\langle p_x^2\rangle=4\alpha^2\langle x^2\rangle=\alpha$, and the same for $y$ and $z$. The sum is $\tfrac12(2+\gamma)\alpha$.

*Field terms.* Expanding the square gives

$$\tfrac12(\pi_x^2+\pi_y^2)=\tfrac12(p_x^2+p_y^2)+\tfrac b2L_z+\tfrac{b^2}8(x^2+y^2),$$

because $\mathbf A\cdot\mathbf p=\tfrac b2(xp_y-yp_x)$. Here $L_z\varphi=0$, and the last term averages to $b^2/(16\alpha)$.

*Attraction.* Use $1/r=(2/\sqrt\pi)\int_0^\infty e^{-u^2r^2}du$. The average of $e^{-u^2r^2}$ over $\varphi^2$ is $[2\alpha/(2\alpha+u^2)]^{3/2}$. With $u=\sqrt{2\alpha}\,v$ and $\int_0^\infty(1+v^2)^{-3/2}dv=1$, the result is $\langle1/r\rangle=2\sqrt{2\alpha/\pi}$.

Together,

$$E(\alpha)=\frac{2+\gamma}2\alpha-2\sqrt{\frac{2\alpha}\pi}+\frac{b^2}{16\alpha}.$$

Now move $\mathbf O$ to $(d,0,0)$. Then $\mathbf A=\tfrac b2(-y,\,x-d,\,0)$, which is the old potential plus the constant $\boldsymbol\delta=(0,-bd/2,0)$. The transverse kinetic operator gains $\boldsymbol\delta\cdot\boldsymbol\pi+\tfrac12\delta^2$. The first part is odd under inversion through the donor and averages to zero. The second remains:

$$E_{\rm plain}=E(\alpha)+\frac{b^2d^2}8 .$$

The width $\alpha$ does not appear in the error, so adjusting it cannot help.

The cure is to use $\chi=e^{-i\boldsymbol\delta\cdot\mathbf r}\varphi$. Differentiating the phase gives $\mathbf p\,\chi=e^{-i\boldsymbol\delta\cdot\mathbf r}(\mathbf p-\boldsymbol\delta)\varphi$. The $-\boldsymbol\delta$ cancels the constant in $\mathbf A$, and the energy is $E(\alpha)$ again. The phase contains the vector potential at the donor, $\boldsymbol\delta=\mathbf A(0)$.

## Two Gaussians across the field: no common origin in the symmetric gauge

With one donor one could simply put $\mathbf O$ on it. Let there now be two, at $\mathbf R_a=(-R/2,0,0)$ and $\mathbf R_b=(R/2,0,0)$, each with its own $\varphi$. With $\mathbf O$ midway, each plain function sits at $d=R/2$ and is too high by

$$\frac{b^2(R/2)^2}8=\frac{b^2R^2}{32}.$$

With $\mathbf O$ on one donor, that donor is right and the other too high by $b^2R^2/8$: a false detuning between identical sites. This holds for the symmetric gauge and a pair across the field. For a pair along the field, any origin on the pair axis makes $\mathbf A$ vanish at both donors. For the present pair the gauge $\mathbf A=(-by,0,0)$ does the same, but the error then returns in another form: for the silicon pair treated below, the $s$ basis gives a ground level 0.12 meV too high and a splitting of 0.191 instead of 0.161 meV.

Give each function its own phase $e^{-i\mathbf k\cdot\mathbf r}$ with $\mathbf k_a=\mathbf A(\mathbf R_a)$ and $\mathbf k_b=\mathbf A(\mathbf R_b)$. Their difference is $\mathbf k_a-\mathbf k_b=\tfrac12\mathbf B\times(\mathbf R_a-\mathbf R_b)=(0,-bR/2,0)$, in which $\mathbf O$ has cancelled. The product of the two Gaussians is proportional to $e^{-\alpha R^2/2}e^{-2\alpha r^2}$, so

$$S_{ab}=e^{-\alpha R^2/2}\sqrt{\frac{2\alpha}\pi}\int e^{-2\alpha y^2-ibRy/2}dy
=e^{-\alpha R^2/2}\,e^{-b^2R^2/(32\alpha)} .$$

The second factor shows the field weakening the overlap of the two sites, and plain functions lack it. It belongs to the symmetric gauge, where the true site state is cylindrically symmetric about the field and a real $\varphi$ has the right form. In another gauge the same recipe gives another factor: none for $\mathbf A=(-by,0,0)$, and $e^{-b^2R^2/(8\alpha)}$ for $\mathbf A=(0,bx,0)$, because there a real $\varphi$ misses part of the phase.

## The general statement

Let $\mathbf A(\mathbf r)=G(\mathbf r-\mathbf O)$, where the constant matrix $G$ is chosen so that $\nabla\times\mathbf A=\mathbf B$. The symmetric gauge is one choice. Take any finite set of real functions $\varphi_\mu$, polynomials times Gaussians centred at $\mathbf R_\mu$, and form

$$\chi_\mu(\mathbf r)=e^{-i\mathbf A(\mathbf R_\mu)\cdot\mathbf r}\varphi_\mu(\mathbf r).$$

**Claim.** With $G$ and the functions $\varphi_\mu$ held fixed, the matrices $S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$ and $H_{\mu\nu}=\langle\chi_\mu|H|\chi_\nu\rangle$ do not depend on $\mathbf O$.

*Proof.* Moving $\mathbf O$ to $\mathbf O'$ gives $\mathbf A'=\mathbf A+\boldsymbol\delta$ with the constant $\boldsymbol\delta=G(\mathbf O-\mathbf O')$. Every phase vector changes by this same $\boldsymbol\delta$, so $\chi'_\mu=e^{-i\boldsymbol\delta\cdot\mathbf r}\chi_\mu$ for all $\mu$. For any function $f$,

$$(\mathbf p+\mathbf A+\boldsymbol\delta)\,e^{-i\boldsymbol\delta\cdot\mathbf r}f
=e^{-i\boldsymbol\delta\cdot\mathbf r}(\mathbf p-\boldsymbol\delta+\mathbf A+\boldsymbol\delta)f
=e^{-i\boldsymbol\delta\cdot\mathbf r}\,\boldsymbol\pi f .$$

The Coulomb term commutes with the phase. Hence $H'\chi'_\nu=e^{-i\boldsymbol\delta\cdot\mathbf r}H\chi_\nu$, and in the product with $\chi'^{*}_\mu$ the phases cancel. The masses played no part, so anisotropy does no harm. $\square$

*What plain functions do.* Let $M^{-1}=\mathrm{diag}(1,1,\gamma)$, and let all functions share one centre $\mathbf R$. Write $\boldsymbol\pi_R=\mathbf p+G(\mathbf r-\mathbf R)$ and $\boldsymbol\delta=\mathbf A(\mathbf R)$. Then

$$H=H_R+\boldsymbol\delta\cdot M^{-1}\boldsymbol\pi_R+\tfrac12\boldsymbol\delta\cdot M^{-1}\boldsymbol\delta ,$$

where $H_R$ is the Hamiltonian with its origin at $\mathbf R$. The middle term is odd about $\mathbf R$. If all functions have the same parity it has no matrix elements, and every level rises by $\tfrac12\boldsymbol\delta\cdot M^{-1}\boldsymbol\delta$. In the symmetric gauge, for a displacement $d$ across a field along $z$, this is $b^2d^2/8$, or $e^2B^2d^2/(8m_t)$ in ordinary units.

With both parities the basis can imitate the missing phase, $e^{-i\boldsymbol\delta\cdot\mathbf r}\psi=\psi-i(\boldsymbol\delta\cdot\mathbf r)\psi-\tfrac12(\boldsymbol\delta\cdot\mathbf r)^2\psi+\dots$ To an $s$ state, $p$ functions supply the second term and $d$ functions help with the third. If the basis held the first two terms perfectly, the wave function would be wrong at order $\delta^2$. By the variational principle its energy would then be wrong at order $\delta^4$.

## The algorithm

1. **Choose the functions.** Each $\varphi_\mu$ is $\prod_i(x_i-R_i)^{n_i}e^{-w_i(x_i-R_i)^2}$. The exponent along $z$ may differ from the transverse one, which suits the anisotropic mass.

2. **Form the pair Gaussian.** In each direction, $\chi_\mu^*\chi_\nu$ has the exponent $-px^2+2qx-c$, with
$$p=w_\mu+w_\nu,\quad q=w_\mu R_\mu+w_\nu R_\nu+\tfrac i2(k_\mu-k_\nu),\quad c=w_\mu R_\mu^2+w_\nu R_\nu^2 .$$
Completing the square gives $-p(x-q/p)^2+q^2/p-c$, a Gaussian with the complex centre $X=q/p$.

3. **Integrate.** The integrand has no singularities and vanishes at both ends, so the contour may be shifted to run through $X$. For a polynomial $P$,
$$\int P(x)e^{-p(x-X)^2}dx=\frac1{\sqrt p}\sum_jW_jP\!\left(X+\frac{t_j}{\sqrt p}\right),$$
with Gauss–Hermite nodes $t_j$ and weights $W_j$. With $n$ nodes this is exact up to degree $2n-1$. Polynomials from the left-hand function must be conjugated before the complex point is inserted.

4. **Kinetic energy.** Use $\tfrac12\sum_i(M^{-1})_{ii}\langle\pi_i\chi_\mu|\pi_i\chi_\nu\rangle$ with
$$\boldsymbol\pi\chi_\nu=e^{-i\mathbf k_\nu\cdot\mathbf r}\left[\mathbf p+G(\mathbf r-\mathbf R_\nu)\right]\varphi_\nu .$$
For $d$ functions the bracket has degree 3 at most, the product degree 6, and four nodes per direction suffice.

5. **Attraction.** The factor $e^{-u^2|\mathbf r-\mathbf D|^2}$ changes $p\to p+u^2$, $q\to q+u^2D$ and $c\to c+u^2D^2$ in each direction, so step 3 applies again. For the integral over $u$ put $u^2=\bar p\,t^2/(1-t^2)$, with $\bar p$ the geometric mean of the three $p_i$. Then $du=\sqrt{\bar p}\,(1-t^2)^{-3/2}dt$, whose growth towards $t=1$ is cancelled by the factor
$$\prod_i\frac1{\sqrt{p_i+u^2}}=\prod_i\frac{\sqrt{1-t^2}}{\sqrt{p_i(1-t^2)+\bar p\,t^2}} .$$
What remains is smooth on $0<t<1$ and is summed with Gauss–Legendre nodes.

6. **Solve** $H\mathbf c=ES\mathbf c$, after removing combinations whose overlap eigenvalue is nearly zero. Since $S$ is independent of $\mathbf O$, so is this removal.

For one donor and $\mathbf B$ along $z$, the combinations $x\mp iy$ separate $m=\mp1$. The two blocks share the same real envelopes and differ through $\tfrac b2L_z$ alone, so $E(2p_+)-E(2p_-)=b$, which is $\hbar eB/m_t$.

As a test, the overlap, kinetic and Coulomb elements of two London functions on different centres in a tilted field were compared with direct numerical integration. The largest difference was $6\times10^{-16}$ in scaled units.

## An arsenic donor in silicon

Rough silicon values are $m_t=0.19\,m_e$, $m_l=0.92\,m_e$ and $\epsilon=11.7$. They give $a^*=3.259$ nm, $\mathrm{Ha}^*=37.77$ meV and $B^*=61.99$ T. A field of 10 T along the valley axis is $b=10/61.99=0.1613$. With 90 functions per donor the levels in meV are:

| Field | $1s$ | $2p_0$ | $2p_-$ | $2p_+$ |
|---|---|---|---|---|
| 0 T | −29.64 | −10.91 | −6.06 | −6.06 |
| 10 T | −29.50 | −10.45 | −7.49 | −1.40 |

The $2p_\pm$ splitting is 6.09 meV, equal to $b\,\mathrm{Ha}^*$. The $1s$ level rises by 0.14 meV.

A separate diagonalization in exponential radial functions and spherical harmonics agrees within 0.03 meV for all four levels at 10 T. For $1s$ the Gaussian value is the lower by 0.025 meV; for the three $p$ levels it is the higher by 0.006 to 0.008 meV. Both methods are variational, apart from quadrature error, so in each case the lower value is the better one. The last digit of the table is not converged: the basis limit lies up to 0.01 meV below the entries, near −29.65, −10.915 and −6.07 meV at 0 T and −29.51, −10.46, −7.50 and −1.41 meV at 10 T. The $1s$ field shift of 0.139 meV does not change.

Moving the origin 100 nm changes the London levels by at most $1.4\times10^{-13}$ meV, which is rounding. For plain functions with the origin 20 nm away, $bd=0.1613\times20/3.259=0.990$, and the predicted error of the $s$ basis is $0.990^2/8\times37.77=4.63$ meV. The computed false shifts of $1s$ in meV, each relative to the same basis with its origin on the donor, are:

| $d$ (nm) | $s$ | $sp$ | $spd$ |
|---|---|---|---|
| 5 | 0.289 | 0.0015 | 0.0003 |
| 10 | 1.157 | 0.020 | 0.0013 |
| 20 | 4.63 | 0.266 | 0.018 |
| 40 | 18.5 | 2.82 | 0.46 |

The $s$ column follows the formula at every distance. At 20 nm its error is 33 times the true field shift. In the $sp$ column, doubling $d$ from 5 to 10 and from 10 to 20 nm multiplies the error by about 13, not far from the 16 of a $\delta^4$ law. At 40 nm even the $spd$ error exceeds the true shift.

## A limit: changing the gauge itself

The phases cure a shift of $\mathbf O$, not a change of $G$. The Landau gauge $\mathbf A_L=(-by,0,0)$ has the same field, and

$$\mathbf A_L-\mathbf A=\left(-\tfrac b2y,-\tfrac b2x,0\right)=\nabla\left(-\tfrac b2xy\right).$$

The matching wave function is $e^{ibxy/2}\psi$, whose phase is quadratic in position. In an $s$ basis on the donor the terms linear in $\mathbf A$ vanish. To first order the shift is then $\tfrac12b^2\langle y^2\rangle$, against $\tfrac18b^2\langle x^2+y^2\rangle=\tfrac14b^2\langle y^2\rangle$ in the symmetric gauge. It should double, and it does: 0.276 against 0.139 meV. The expansion $1+\tfrac i2bxy+\dots$ calls for a $d$ function of type $xy$, and the $spd$ basis reduces the discrepancy from 0.137 to 0.0017 meV. Origin independence is thus no proof of accuracy: the $s$ basis in Landau gauge has it and doubles the shift.

## One electron on two donors

Place two donors 20 nm apart across the 10 T field, with one electron between them, the setting of a donor charge qubit. The ion–ion repulsion is a constant and is omitted. The two lowest levels are nearly the symmetric and antisymmetric combinations of the site states, and their distance is the tunnel splitting. Values in meV at 10 T:

| Functions and origin | Ground, $s$ | Ground, $spd$ | Splitting, $s$ | Splitting, $spd$ |
|---|---|---|---|---|
| London | −35.767 | −35.797 | 0.161 | 0.177 |
| Plain, midway | −34.640 | −35.796 | 0.215 | 0.178 |
| Plain, on one donor | −35.689 | −35.787 | 4.624 | 0.178 |

The London row is the same for an origin 100 nm away, to within $10^{-12}$ meV. The ground levels are not converged to the digits shown: a larger basis lowers the London $spd$ value by 0.010 meV, to −35.807 meV, while the splitting stays at 0.177 meV. The table compares treatments of the origin within one basis.

With plain $s$ functions and the origin midway, the ground level is 1.13 meV too high, close to the estimate $b^2R^2/32=1.16$ meV. That estimate ignores tunnelling.

The last row holds a trap. In the $s$ basis its ground level is off by 0.08 meV only, yet the splitting is 4.62 meV instead of 0.16. The false detuning $b^2R^2/8=4.63$ meV far exceeds the tunnel splitting and pins the electron to the favoured donor. What it loses is the tunnelling gain, half of 0.161 meV, which accounts for the 0.08. A good ground energy does not vouch for the splitting.

In the London $spd$ basis the field lowers the splitting from 0.227 to 0.177 meV. This is the direction expected from the overlap factor found by hand, but the phase is only about half the story. Between single-donor $s$-basis ground states it lowers the overlap by a factor 0.85, the shrinking of the site state in the field by 0.86, and both together by 0.74, against 0.78 for the ratio of the splittings. For a single donor or a near pair, a rich plain basis with a well-placed origin serves well here. The table of false shifts shows how this fails as distances grow.

## How far the numbers carry over to real silicon

The largest omission is the arsenic core. The real binding energy is roughly 54 meV, against 29.6 meV here. A Gaussian well of range 0.5 nm, fitted to 54 meV, gives an estimate of the consequences but no theory of the core. It lowers the $1s$ field shift from 0.139 to 0.053 meV. The real ground state also spreads over six valleys, and four of them see the field across their axis, where the shift with the well is 0.0125 meV (0.0124 meV in a larger basis). The equal-weight mean is $(2\times0.053+4\times0.0125)/6=0.026$ meV, about a fifth of the single-valley result. For the pair at zero field the well cuts the tunnel splitting from 0.227 to 0.014 meV, and interference between valleys, left out here, would change it further. Direction matters as well. The pair above lies across the valley axis, along the light mass. For a pair along the valley axis the zero-field splitting without the well is only about $3\times10^{-4}$ meV, and for a pair along a cube axis two of the six valleys are oriented that way. The splittings above therefore test the method and do not predict a device.

The rough inputs also move the numbers by more than the digits shown. With the low-temperature values $m_t=0.1905\,m_e$, $m_l=0.9163\,m_e$ and $\epsilon=11.4$, the zero-field $1s$ level is −31.26 meV, its shift at 10 T is 0.131 meV, and the pair splitting is 0.197 meV at 0 T and 0.155 meV at 10 T.

Other scales matter too. The spin splitting at 10 T is 1.16 meV for $g=2$. At 4.2 K, $k_BT=0.36$ meV exceeds the tunnel splitting, so both pair levels would be occupied in equilibrium. A stray field of about 114 V/cm along the pair detunes it by the model's full zero-field splitting. At a light doping of $n=10^{15}$ cm$^{-3}$, $n^{-1/3}$ is 100 nm and the mean distance to the nearest of randomly placed donors is about 55 nm. Both are large beside $a^*$, so overlap with neutral neighbours is small for a typical pair. It is not small for all: about 5% of pairs have a third donor within 20 nm of one of their sites, and about 15% within 30 nm. Charged neighbours are another matter: one ionized donor 100 nm away on the pair axis makes a field of about 123 V/cm and a detuning of 0.25 meV, more than the full splitting. The effect depends on where the ion sits. At 100 nm and 45° to the pair axis the detuning is 0.17 meV, on the plane midway between the donors symmetry forbids it (reflection at zero field, reflection combined with time reversal in the field along $z$), and on the axis at 300 nm it is 0.03 meV. The pair counts as isolated when charged neighbours are screened or placed so that their detuning is small beside the splitting. With the core well the splitting of 0.014 meV is matched by a field of only about 7 V/cm, so the condition is then much stricter. The full numerical output follows.

## Numbers as computed

```
inputs: m_t = 0.19 m_e, m_l = 0.92 m_e, permittivity = 11.7, gamma = 0.2065
units: a* = 3.2586 nm, Ha* = 37.769 meV, B* = 61.99 T
field 10.0 T: b = 0.16132, cyclotron energy = 6.093 meV
magnetic length = 8.11 nm
basis: 90 functions per donor; s 24, p 36, d 30
largest matrix-element error against brute force = 5.7e-16 (scaled)
levels in meV, order: 1s, 2p0, 2p-, 2p+
  0 T London: -29.639  -10.909  -6.064  -6.064
  5 T London: -29.604  -10.788  -7.110  -4.063
 10 T London: -29.500  -10.453  -7.493  -1.400
 10 T exponential-function reference: -29.475  -10.459  -7.501  -1.408
1s shift 0 to 10 T: London 0.1391, reference 0.1400 meV
2p+ minus 2p- at 10 T = 6.0930 meV
London, origin moved 100 nm: largest level change = 1.4e-13 meV
1s at 10 T, origin on donor, bases s, sp, spd: -29.4991  -29.4991  -29.5000 meV
false 1s shift of plain basis in meV (s, sp, spd; then formula for s):
  origin 5 nm away: 0.2893  0.0015  0.0003  | 0.2893
  origin 10 nm away: 1.1571  0.0200  0.0013  | 1.1571
  origin 20 nm away: 4.6285  0.2656  0.0182  | 4.6285
  origin 40 nm away: 18.5139  2.8198  0.4557  | 18.5139
Landau gauge, s basis: 1s shift 0.2758, symmetric 0.1392 meV
Landau minus symmetric: s 0.1366, spd 0.0017 meV
pair: separation 20.0 nm; ground level without ion-ion repulsion; bases s, sp, spd
  London 0 T: -35.9311  -35.9603  -35.9625 meV
  London 10 T: -35.7671  -35.7949  -35.7972 meV
  London, origin moved 100 nm: largest change = 6.8e-13 meV
  plain 10 T, origin midway: -34.6403  -35.7650  -35.7957 meV
  plain 10 T, origin on one donor: -35.6893  -35.7317  -35.7874 meV
  plain midway minus London: 1.1268  0.0299  0.0015 meV
  estimate of this error for s = 1.1571 meV
  tunnel splitting 0 T, London: 0.2078  0.2259  0.2272 meV
  tunnel splitting 10 T, London: 0.1609  0.1760  0.1772 meV
  tunnel splitting 10 T, plain midway: 0.2146  0.1652  0.1775 meV
  tunnel splitting 10 T, plain on one donor: 4.6240  0.3076  0.1780 meV
neglected effects:
  central cell: rough binding 54 meV, model 29.6 meV
  fitted well: range 0.5 nm, depth 0.688 eV
  1s shift at 10 T with well: 0.0532 meV
  1s shift, field across valley axis: 0.0343, with well 0.0125 meV
  six-valley mean shift with well: 0.0260 meV
  pair tunnel splitting with well, 0 T: 0.01362 meV
  spin Zeeman splitting for g = 2 at 10 T: 1.158 meV
  thermal energy at 4.2 K: 0.362 meV
  stray field that detunes the pair by its 0 T splitting: 113.6 V/cm
  mean donor spacing at 1e15 cm^-3: 100 nm
```
